# Inferring Void-Edge Speed from the Resistance Slope of a Lined Interconnect: verification in Python

```python
"""
Result under test: a void that empties the whole metal core of a line, with one
edge pinned and the other moving at speed v, raises the line resistance at
    dR/dt = (r_liner - r_intact) * v
r_liner  : resistance per length of the liner alone (ohm/nm)
r_core   : resistance per length of the metal core alone (ohm/nm)
r_intact : liner and core in parallel (ohm/nm)
Lengths are in nm, times in hours, currents in A, temperatures in K.
Material parameters are round values, roughly those of narrow copper lines
with a tantalum-based liner.
"""
import numpy as np
from scipy import constants
from scipy.linalg import solve_banded
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# Inputs
given_liner = 5.0             # ohm/nm
given_slope = 0.5             # ohm/h
width, height, thickness = 44.0, 80.0, 2.0
rho_liner, rho_core = 2000.0, 50.0     # ohm nm
contact_resistivity = 1000.0           # ohm nm^2, liner-core interface
line_length = 1.0e5                    # nm
current_density = 1.0e-8               # A/nm^2, equal to 1 MA/cm^2
temperature_test, temperature_use = 523.0, 378.0
barrier = 0.9                          # eV
hours_per_year = constants.Julian_year / constants.hour


def areas(t):
    core = (width - 2 * t) * (height - t)
    return width * height - core, core


def parallel(a, b):
    return a * b / (a + b)


# Liner area: formula against a count of cells lying near the three walls
cell = 0.2
xc = (np.arange(round(width / cell)) + 0.5) * cell
yc = (np.arange(round(height / cell)) + 0.5) * cell
X, Y = np.meshgrid(xc, yc)
for t in (2.0, 1.8):
    near_wall = (X < t) | (X > width - t) | (Y < t)
    assert abs(near_wall.sum() * cell**2 - areas(t)[0]) < 1e-6

area_liner, area_core = areas(thickness)
r_liner = rho_liner / area_liner
r_core = rho_core / area_core
r_intact = parallel(r_liner, r_core)
assert abs(r_liner - given_liner) < 1e-12

# Resistor network: liner rail and core rail joined by the interface
contact_perimeter = (width - 2 * thickness) + 2 * (height - thickness)
g_contact = contact_perimeter / contact_resistivity     # 1/(ohm nm)
segment_length, step = 60.0, 0.05


def network_resistance(left, right, core_fraction=0.0):
    """Resistance of a short segment whose core is (partly) removed
    between left and right; core_fraction is the part of the core kept."""
    n = round(segment_length / step)
    middle = (np.arange(n) + 0.5) * step
    kept = np.where((middle > left) & (middle < right), core_fraction, 1.0)
    present = (kept > 0).astype(float)
    weight = 0.5 * (np.append(present, 0) + np.append(0, present))
    i = np.arange(n)
    nodes = np.arange(n + 1)
    a = np.concatenate([i, i + n + 1, nodes])
    b = np.concatenate([i + 1, i + n + 2, nodes + n + 1])
    c = np.concatenate([np.full(n, 1 / (r_liner * step)),
                        kept / (r_core * step),
                        weight * step * g_contact])
    size = 2 * n + 2
    matrix = coo_matrix(
        (np.concatenate([c, c, -c, -c]),
         (np.concatenate([a, b, a, b]), np.concatenate([a, b, b, a]))),
        shape=(size, size)).tocsr()
    voltage = np.zeros(size)
    source = np.array([0, n + 1])
    voltage[source] = 1.0
    free = matrix.diagonal() > 0
    free[[0, n, n + 1, 2 * n + 1]] = False
    free = np.flatnonzero(free)
    rhs = -(matrix @ voltage)[free]
    voltage[free] = spsolve(matrix[free][:, free].tocsc(), rhs)
    return 1.0 / (matrix @ voltage)[source].sum()


# A void edge moves at a known speed; recover the speed from the record
true_speed = 0.1
times = np.array([0.0, 25.0, 50.0, 75.0, 100.0])
start, first_length = 20.0, 10.0
lengths = first_length + true_speed * times
record = np.array([network_resistance(start, start + s) for s in lengths])
network_slope = np.polyfit(times, record, 1)[0]
recovered = network_slope / (r_liner - r_intact)
assert abs(recovered / true_speed - 1) < 1e-5
assert abs(network_slope / r_liner / true_speed - 1) > 1e-3

# Resistance of the two void ends: a constant offset
transfer_length = 1 / np.sqrt(g_contact * (r_liner + r_core))
end_resistance = r_liner**2 * transfer_length / (r_liner + r_core)
network_ends = (record - r_liner * lengths
                - r_intact * (segment_length - lengths))
assert np.allclose(network_ends, 2 * end_resistance, rtol=2e-3)
assert np.ptp(network_ends) < 1e-4

# A void that drifts as a whole leaves the resistance unchanged
drift_change = network_resistance(25.0, 35.0) - network_resistance(20.0, 30.0)
assert abs(drift_change) < 1e-5

# A void that leaves half of the core
half_network = (network_resistance(20.0, 40.0, 0.5)
                - network_resistance(20.0, 30.0, 0.5)) / 10.0
half_formula = parallel(r_liner, 2 * r_core) - r_intact
assert abs(half_network / half_formula - 1) < 1e-4

# Speed inferred from the measured slope
speed_simple = given_slope / given_liner
speed_full = given_slope / (r_liner - r_intact)
year_simple = speed_simple * hours_per_year / 1000
year_full = speed_full * hours_per_year / 1000
assert round(year_simple, 2) == 0.88 and round(year_full, 2) == 0.88

# Liner thinner than believed by ten percent
thin = 0.9 * thickness
thin_liner = rho_liner / areas(thin)[0]
thin_core = rho_core / areas(thin)[1]
speed_thin = given_slope / (thin_liner - parallel(thin_liner, thin_core))

# Oven drift of 1 K over the record, acting on the core of the whole line
core_coefficient = 0.0015     # 1/K, rough
oven_change = 1.0
core_warm = r_core * (1 + core_coefficient * oven_change * times / times[-1])
line_record = parallel(r_liner, core_warm) * line_length
oven_slope = np.polyfit(times, line_record, 1)[0]
oven_share = oven_slope / given_slope

# Joule heating of the exposed liner; 1 W/(m K) equals 1 nW/(nm K)
current = current_density * area_core
heat = current**2 * r_liner * 1e9      # nW/nm
loss = 0.5                             # nW/(nm K), rough, to the dielectric
liner_conductivity = 5.0               # W/(m K), rough
liner_coefficient = 3e-4               # 1/K, rough
conduction = liner_conductivity * area_liner


def peak_formula(length):
    healing = np.sqrt(conduction / loss)
    return heat / loss * (1 - 1 / np.cosh(length / (2 * healing)))


def peak_numeric(length, n=2001):
    h = length / (n + 1)
    bands = np.zeros((3, n))
    bands[0, 1:] = bands[2, :-1] = -conduction / h**2
    bands[1] = 2 * conduction / h**2 + loss
    return solve_banded((1, 1), bands, np.full(n, heat)).max()


for length in (20.0, 200.0, 1000.0):
    assert abs(peak_numeric(length) / peak_formula(length) - 1) < 1e-4
last_length = lengths[-1]
rise_last = peak_formula(last_length)
rise_ceiling = heat / loss
assert peak_numeric(1000.0) < rise_ceiling
void_field = current * r_liner * 10    # MV/cm, since 1 V/nm = 10 MV/cm

# Temperature of use: forward minus backward hops against the drift law
boltzmann = constants.value("Boltzmann constant in eV/K")
hop_length = 0.25                      # nm
force = rho_core * current_density     # eV/nm for an effective charge of one


def hop_speed(T):
    half_work = force * hop_length / 2
    forward = np.exp(-(barrier - half_work) / (boltzmann * T))
    backward = np.exp(-(barrier + half_work) / (boltzmann * T))
    return forward - backward


use_ratio = (temperature_test / temperature_use
             * np.exp(-barrier / boltzmann
                      * (1 / temperature_use - 1 / temperature_test)))
hop_ratio = hop_speed(temperature_use) / hop_speed(temperature_test)
assert abs(hop_ratio / use_ratio - 1) < 1e-6
heat_speedup = (hop_speed(temperature_test + rise_last)
                / hop_speed(temperature_test) - 1)


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("given liner resistance per length", given_liner, "ohm/nm")
show("given resistance slope", given_slope, "ohm/h")
show("trench width", width, "nm")
show("trench height", height, "nm")
show("liner thickness", thickness, "nm")
show("liner resistivity", rho_liner, "ohm nm")
show("core resistivity", rho_core, "ohm nm")
show("liner area", area_liner, "nm^2")
show("core area", area_core, "nm^2")
show("liner resistance per length from geometry", r_liner, "ohm/nm")
show("core resistance per length", r_core, "ohm/nm", ".5f")
show("intact line resistance per length", r_intact, "ohm/nm", ".5f")
show("hours per year", hours_per_year, "h", ".0f")
show("speed, simple quotient", speed_simple, "nm/h", ".5f")
show("speed, intact metal subtracted", speed_full, "nm/h", ".5f")
show("speed, simple quotient", year_simple, "um/year", ".4f")
show("speed, intact metal subtracted", year_full, "um/year", ".4f")
show("correction to simple speed", 100 * (speed_full / speed_simple - 1), "%", ".2f")
show("network: speed put in", true_speed, "nm/h")
show("network: void length at start", lengths[0], "nm")
show("network: void length at end", last_length, "nm")
show("network: duration of record", times[-1], "h")
show("network: fitted slope", network_slope, "ohm/h", ".5f")
show("network: speed recovered", recovered, "nm/h", ".6f")
show("interface contact resistivity", contact_resistivity, "ohm nm^2")
show("interface conductance per length", g_contact, "1/(ohm nm)")
show("current transfer length", transfer_length, "nm")
show("resistance of one void end, formula", end_resistance, "ohm")
show("resistance of two void ends, network", network_ends.mean(), "ohm")
show("half-emptied core: added resistance", half_formula, "ohm/nm", ".5f")
show("full void over half void, slope ratio", (r_liner - r_intact) / half_formula, "", ".0f")
show("thinner liner: thickness", thin, "nm")
show("thinner liner: resistance per length", thin_liner, "ohm/nm")
show("thinner liner: speed", speed_thin * hours_per_year / 1000, "um/year", ".3f")
show("line length", line_length / 1000, "um")
show("intact line resistance", r_intact * line_length, "ohm", ".0f")
show("core temperature coefficient", core_coefficient, "1/K")
show("oven drift over the record", oven_change, "K")
show("false slope from oven drift", oven_slope, "ohm/h", ".4f")
show("false slope over measured slope", 100 * oven_share, "%", ".1f")
show("core current density", current_density * 1e8, "MA/cm^2")
show("current", current * 1e6, "uA")
show("liner current density in void", current / area_liner * 1e8, "MA/cm^2")
show("Joule heat per length in void", heat, "nW/nm")
show("heat loss coefficient", loss, "nW/(nm K)")
show("liner thermal conductivity", liner_conductivity, "W/(m K)")
show("peak heating at final void length", rise_last, "K", ".3f")
show("edge speed-up if at that peak", 100 * heat_speedup, "%", ".2f")
show("heating ceiling, long void", rise_ceiling, "K", ".2f")
show("liner temperature coefficient", liner_coefficient, "1/K")
show("liner resistance change at ceiling", 100 * liner_coefficient * rise_ceiling, "%", ".2f")
show("field along void", void_field, "MV/cm", ".5f")
show("test temperature", temperature_test, "K")
show("use temperature", temperature_use, "K")
show("migration barrier", barrier, "eV")
show("use speed over test speed", use_ratio, "", ".3e")
show("speed at use temperature", speed_full * hours_per_year * use_ratio, "nm/year", ".3f")
print("all assertions hold")
```

It prints:

```
given liner resistance per length: 5 ohm/nm
given resistance slope: 0.5 ohm/h
trench width: 44 nm
trench height: 80 nm
liner thickness: 2 nm
liner resistivity: 2000 ohm nm
core resistivity: 50 ohm nm
liner area: 400 nm^2
core area: 3120 nm^2
liner resistance per length from geometry: 5 ohm/nm
core resistance per length: 0.01603 ohm/nm
intact line resistance per length: 0.01597 ohm/nm
hours per year: 8766 h
speed, simple quotient: 0.10000 nm/h
speed, intact metal subtracted: 0.10032 nm/h
speed, simple quotient: 0.8766 um/year
speed, intact metal subtracted: 0.8794 um/year
correction to simple speed: 0.32 %
network: speed put in: 0.1 nm/h
network: void length at start: 10 nm
network: void length at end: 20 nm
network: duration of record: 100 h
network: fitted slope: 0.49840 ohm/h
network: speed recovered: 0.100000 nm/h
interface contact resistivity: 1000 ohm nm^2
interface conductance per length: 0.196 1/(ohm nm)
current transfer length: 1.009 nm
resistance of one void end, formula: 5.027 ohm
resistance of two void ends, network: 10.05 ohm
half-emptied core: added resistance: 0.01587 ohm/nm
full void over half void, slope ratio: 314
thinner liner: thickness: 1.8 nm
thinner liner: resistance per length: 5.544 ohm/nm
thinner liner: speed: 0.793 um/year
line length: 100 um
intact line resistance: 1597 ohm
core temperature coefficient: 0.0015 1/K
oven drift over the record: 1 K
false slope from oven drift: 0.0239 ohm/h
false slope over measured slope: 4.8 %
core current density: 1 MA/cm^2
current: 31.2 uA
liner current density in void: 7.8 MA/cm^2
Joule heat per length in void: 4.867 nW/nm
heat loss coefficient: 0.5 nW/(nm K)
liner thermal conductivity: 5 W/(m K)
peak heating at final void length: 0.120 K
edge speed-up if at that peak: 0.44 %
heating ceiling, long void: 9.73 K
liner temperature coefficient: 0.0003 1/K
liner resistance change at ceiling: 0.29 %
field along void: 0.00156 MV/cm
test temperature: 523 K
use temperature: 378 K
migration barrier: 0.9 eV
use speed over test speed: 6.519e-04
speed at use temperature: 0.573 nm/year
all assertions hold
```
